\section*{Ferroelectric control of Julliere magnetoresistance in a multiferroic tunnel junction}

\section{Problem}

A ferroelectric barrier separates two ferromagnetic electrodes. Electrode 1 has spin polarization $P_1=0.4$. Reversing the ferroelectric changes the polarization of electrode 2 from $P_2=0.5$ (state A) to $P_2=-0.25$ (state B). Find the tunnel magnetoresistance in each ferroelectric state,
\begin{equation}
\mathrm{TMR}=\frac{R_{AP}-R_P}{R_P}.
\label{def}
\end{equation}
Here $R_P$ and $R_{AP}$ are the resistances for parallel and antiparallel magnetizations, both taken in the same ferroelectric state. Then find how a polarization can change sign although the bulk of the electrode does not change, and how far the result survives imperfections of a device.

The polarization meant here is that of the tunnelling electrons at an interface. If $W_\uparrow$ and $W_\downarrow$ are the weights with which an electrode's majority and minority spins take part in tunnelling, then
\begin{equation}
P=\frac{W_\uparrow-W_\downarrow}{W_\uparrow+W_\downarrow}.
\label{pol}
\end{equation}
A negative $P$ means that minority electrons tunnel more readily. It does not mean that the magnetization has turned.

The junction is assigned round parameters: a barrier 3.2 nm thick and 0.8 eV high, a read bias of 10 mV, a temperature of 50 K, and conductances, averaged over parallel and antiparallel alignment, of $1\,\mu$S in state A and $0.25\,\mu$S in state B. The conductances are assigned, not calculated from the barrier. With the free-electron mass, such a barrier would need an area of some tenths of a square millimetre to conduct $1\,\mu$S; a micrometre-sized junction would need a lower barrier or a smaller effective mass. The TMR of a uniformly switched junction does not depend on this choice; that of a partly switched one depends on the ratio of the two conductances.

\section{First estimate by scaling}

If either electrode is unpolarized, turning its magnetization changes nothing, so the TMR vanishes when $P_1=0$ or $P_2=0$. The lowest-order expression with this property is proportional to $x=P_1P_2$. To fix the factor, note that alignment changes the conductance from its mean by a fraction of order $+x$ in the parallel case and $-x$ in the antiparallel case. The difference is $2x$, hence
\begin{equation}
\mathrm{TMR}\approx 2x \qquad (|x|\ll1).
\label{estimate}
\end{equation}
The products are $x_A=0.4\times0.5=0.2$ and $x_B=0.4\times(-0.25)=-0.1$. The estimates are therefore $+40\,\%$ and $-20\,\%$. The sign must reverse, and the magnitude should halve.

\section{Exact solution of the Julliere model}

Assume that an electron keeps its spin while tunnelling, that the two spins conduct in parallel, that the barrier factor $K$ is the same for both, that the bias is small, and that the magnetizations are collinear. Each spin channel then has a conductance equal to $K$ times the product of its weights in the two electrodes.

With $W_i=W_{i\uparrow}+W_{i\downarrow}$, the definition (\ref{pol}) gives $W_{i\uparrow}=W_i(1+P_i)/2$ and $W_{i\downarrow}=W_i(1-P_i)/2$. For parallel magnetizations, majority tunnels to majority and minority to minority:
\begin{align}
G_P&=\frac{KW_1W_2}{4}\left[(1+P_1)(1+P_2)+(1-P_1)(1-P_2)\right]\nonumber\\
&=\frac{KW_1W_2}{4}\,(2+2P_1P_2)=G_0(1+x),
\label{gp}
\end{align}
where $G_0=KW_1W_2/2$; the terms linear in $P_1$ and $P_2$ cancel. Turning the magnetization of electrode 2 exchanges its two spin weights:
\begin{align}
G_{AP}&=\frac{KW_1W_2}{4}\left[(1+P_1)(1-P_2)+(1-P_1)(1+P_2)\right]\nonumber\\
&=\frac{KW_1W_2}{4}\,(2-2P_1P_2)=G_0(1-x).
\label{gap}
\end{align}
Thus $G_0$ is the mean of the two conductances. Since $R=1/G$,
\begin{equation}
\mathrm{TMR}=\frac{G_P}{G_{AP}}-1
=\frac{1+x-(1-x)}{1-x}=\frac{2x}{1-x}.
\label{jul}
\end{equation}
The two answers are
\begin{align}
\mathrm{TMR}_A&=\frac{2(0.2)}{1-0.2}=\frac{0.4}{0.8}=+50\,\%,\\
\mathrm{TMR}_B&=\frac{2(-0.1)}{1+0.1}=-\frac{0.2}{1.1}=-18.2\,\%.
\end{align}

The mean conductance has cancelled. Within this model, a ferroelectric reversal that alters only the common barrier factor changes the resistance but not the TMR. A change of sign requires a change of sign of $P_1P_2$.

The denominator in (\ref{def}) matters. Dividing by $R_{AP}$ instead gives $1-R_P/R_{AP}=1-(1-x)/(1+x)=2x/(1+x)$, which is $33.3\,\%$ in A and $-22.2\,\%$ in B. These numbers describe the same resistances.

\subsection*{The four resistances}

In state A, $G_P=1.2\,\mu$S and $G_{AP}=0.8\,\mu$S, so the resistances are 0.833 and 1.250 M$\Omega$. In state B, $G_P=0.25\times0.9=0.225\,\mu$S and $G_{AP}=0.25\times1.1=0.275\,\mu$S, giving 4.444 and 3.636 M$\Omega$. At 10 mV the four currents are 12.00, 8.00, 2.25 and 2.75 nA. The two magnetic states are 4 nA apart in A but 0.5 nA apart in B, so state B sets the demand on the read circuit.

The resistance change on ferroelectric reversal depends on the magnetic alignment. From (\ref{gp}) and (\ref{gap}), $R_B/R_A$ is $4\times1.2/0.9=5.3$ for parallel and $4\times0.8/1.1=2.9$ for antiparallel magnetizations, although the mean conductances differ by a factor of 4.

\section{Comparison of estimate and solution}

The error of the estimate relative to the solution is
\begin{equation}
\frac{2x-2x/(1-x)}{2x/(1-x)}=(1-x)-1=-x .
\end{equation}
In A the estimate is too small by $20\,\%$ of the true value (40 against 50). In B its magnitude is too large by $10\,\%$ (20 against 18.2). The origin is the denominator: (\ref{estimate}) compares the conductance difference with the mean $G_0$, whereas (\ref{jul}) compares it with $G_{AP}$, which lies below the mean when $x>0$ and above it when $x<0$.

The scale is therefore lopsided. As $x\to1$ the antiparallel conductance vanishes and the TMR grows without bound; as $x\to-1$ the parallel conductance vanishes and the TMR tends to $-100\,\%$.

\section{How an interface can reverse the polarization}

A chain model shows one possible mechanism. For spin $s$, electrode 2 is a half-infinite chain with hopping amplitude $-\gamma_s$ and site energy zero. The barrier is a chain of $N$ sites with energy $U$, hopping $-b$ and spacing $a$. The contact between them has hopping $-t$. Reversing the ferroelectric displaces the ions at the interface and can thereby change $t$; the model takes this as the only change. The electron energy is $E=0$, the middle of the electrode band $E=-2\gamma_s\cos k$, so that $k=\pi/2$ and an outgoing wave gains a factor $e^{ik}=i$ per site.

Let $\tau$ be the amplitude on the first electrode site and $\psi_N$ that on the last barrier site. The equation at the electrode site is
\begin{equation}
0=-t\psi_N-i\gamma_s\tau
\quad\Rightarrow\quad \tau=\frac{it}{\gamma_s}\psi_N .
\label{tau}
\end{equation}
Inside the barrier the solutions are $e^{\pm\kappa aj}$ with $U=b(e^{\kappa a}+e^{-\kappa a})$. Write the wave as a part that decays towards electrode 2 and a reflected part,
\begin{equation}
\psi_j=Ae^{-\kappa a(j-N)}+Be^{\kappa a(j-N)},\qquad \psi_N=A+B .
\end{equation}
The equation at the last barrier site, with $\tau$ eliminated by (\ref{tau}), is
\begin{equation}
\left(U-\frac{it^2}{\gamma_s}\right)\psi_N-b\psi_{N-1}=0,
\qquad \psi_{N-1}=Ae^{\kappa a}+Be^{-\kappa a}.
\end{equation}
Inserting $U$ and $B=\psi_N-A$, the terms $be^{-\kappa a}\psi_N$ cancel and there remains
\begin{equation}
\left(be^{\kappa a}-\frac{it^2}{\gamma_s}\right)\psi_N
=bA\left(e^{\kappa a}-e^{-\kappa a}\right).
\end{equation}
Multiply by $g=e^{-\kappa a}/b$ and define $c=t^2g$:
\begin{equation}
\psi_N=\frac{A(1-e^{-2\kappa a})}{1-ic/\gamma_s}.
\end{equation}
For a thick barrier, $A$ is set at the other electrode and does not depend on $\gamma_s$. The outgoing flux is proportional to $\gamma_s|\tau|^2=t^2|\psi_N|^2/\gamma_s$, so the tunnelling weight is
\begin{equation}
W_s\propto\frac{t^2}{\gamma_s}\,\frac{1}{1+c^2/\gamma_s^2}
=\frac{t^2\gamma_s}{\gamma_s^2+c^2}.
\label{weight}
\end{equation}

For weak contact, $c\ll\gamma_s$, the weight varies as $1/\gamma_s$. This is the surface density of states of the detached chain: its surface Green function obeys $g_s=1/(-\gamma_s^2g_s)$ at $E=0$, whose retarded root is $g_s=-i/\gamma_s$, and the density is $-\mathrm{Im}\,g_s/\pi=1/(\pi\gamma_s)$. For strong contact, $c\gg\gamma_s$, the weight varies as $\gamma_s$, and the preferred spin is the other one. Equal weights require $\gamma_\uparrow(\gamma_\downarrow^2+c^2)=\gamma_\downarrow(\gamma_\uparrow^2+c^2)$, or $c^2=\gamma_\uparrow\gamma_\downarrow$ when the hoppings differ.

Take $\gamma_\uparrow=0.667$ eV and $\gamma_\downarrow=2$ eV. Weak contact gives weights in the ratio $1.5:0.5$, hence $P_2=0.5$. The sign changes at $c=\sqrt{0.667\times2}=1.15$ eV. At $c=2$ eV the weights, apart from the common $t^2$, are
\begin{equation}
\frac{0.667}{0.444+4}=0.15,\qquad \frac{2}{4+4}=0.25,
\qquad P_2=\frac{0.15-0.25}{0.15+0.25}=-0.25 .
\end{equation}
With $a=0.4$ nm, the free-electron mass and a barrier height $U-2b=0.8$ eV, one has $g=0.813$ eV$^{-1}$. The required contact hopping is $t=\sqrt{2/0.813}=1.57$ eV. The bulk hoppings have stayed fixed throughout. This contact is 16 times as strong as the weak one of 0.1 eV used below, but that ratio reflects the choice of 0.1 eV: a contact of 0.4 eV still gives $P_2=0.49$, and the ratio is then about 4. Even this is a larger change than ionic displacements of some hundredths of a nanometre can be expected to cause. A change of sign alone needs much less if the contact happens to lie near the crossing at $t=1.19$ eV: from $10\,\%$ below it to $10\,\%$ above it the TMR goes from about $+9\,\%$ to $-7\,\%$. The chain thus shows that bonding at an interface can decide the sign of the polarization, not that a change of $t$ alone explains the reversal in a real junction.

The two values of $P_2$ were tested through the TMR by matching the full scattering waves through eight barrier sites, for each spin and each magnetic alignment. Electrode 1 had hoppings 0.714 and 1.667 eV, which give $P_1=0.4$ at its weak contact of 0.1 eV. With a weak contact of 0.1 eV at electrode 2 as well, the TMR was $49.99\,\%$; with the strong one it was $-18.18\,\%$. Raising the barrier by 0.2 eV at weak contact cut the mean transmission to 0.085 of its value but left the TMR at $49.99\,\%$. Lengthening the barrier to twelve sites at strong contact left $-18.18\,\%$ unchanged, as expected of an interface property.

The mechanism is not a fit to the example junction. Going from the weak contact of 0.1 eV to the strong one raises the chain's mean transmission 49-fold (about threefold from a contact of 0.4 eV), whereas the example's conductance falls by a factor of 4. To reproduce that fall, the reversal would also have to change the barrier, and this in turn alters $c$ through $g$. Raising the barrier by about 0.52 eV at the same strong contact gives the fall relative to the 0.1 eV contact, but the TMR is then only about $-7\,\%$ (0.23 eV and $-13\,\%$ relative to a 0.4 eV contact); keeping $P_2=-0.25$ would require a still stronger contact.

\section{What moves the numbers}

Each effect below is taken alone, with the other parameters held fixed.

\paragraph{Incomplete ferroelectric switching.} Let a fraction $f$ of the area be in state A and the rest in B, with the domains conducting side by side and sharing the same magnetizations. Adding their conductances replaces $x$ by the conductance-weighted mean
\begin{equation}
\bar x=\frac{fG_{0A}x_A+(1-f)G_{0B}x_B}{fG_{0A}+(1-f)G_{0B}} .
\end{equation}
For a nominal state B with $f=0.05$,
\begin{equation}
\bar x=\frac{0.0100-0.02375}{0.0500+0.2375}=-0.048,
\end{equation}
and the TMR is $-9.1\,\%$, half the ideal value. The same $5\,\%$ residue of B in a nominal state A lowers $50\,\%$ merely to $48.8\,\%$, because the residue then conducts poorly. The negative TMR disappears when $fG_{0A}x_A=(1-f)G_{0B}|x_B|$, that is $f/(1-f)=0.025/0.2=1/8$, or $f=1/9=11.1\,\%$. For these parameters, complete switching into the resistive state matters far more than into the conducting one.

\paragraph{Unpolarized leakage.} If a share $s$ of the mean conductance ignores spin, then $G_{P,AP}=G_0[(1-s)(1\pm x)+s]=G_0[1\pm(1-s)x]$, so $x$ becomes $(1-s)x$. For $s=0.1$ the TMR values are $43.9\,\%$ and $-16.5\,\%$.

\paragraph{Imperfect alignment.} For an angle $\theta$ between the magnetizations, a spin keeps its label with probability $\cos^2(\theta/2)$ and changes it with probability $\sin^2(\theta/2)$. Hence
\begin{equation}
G(\theta)=G_P\cos^2\frac{\theta}{2}+G_{AP}\sin^2\frac{\theta}{2}=G_0(1+x\cos\theta).
\end{equation}
If the antiparallel state reaches $160^\circ$ instead of $180^\circ$, the TMR becomes $47.8\,\%$ and $-17.7\,\%$.

\paragraph{Finite energy window.} The read bias plus four thermal energies at 50 K spans $10+4\times4.31=27.2$ meV. Within this distance of the Fermi level, the chain's TMR moves by at most 0.06 percentage points in A and 0.74 in B. Magnon-assisted tunnelling and real band structure are not included in these figures.

\paragraph{Temperature.} Take electrode 1 to be lanthanum strontium manganite and electrode 2 to be cobalt. Suppose that polarization follows a magnetization law $1-(T/T_C)^{3/2}$, with rough Curie temperatures of 350 K for the manganite and 1390 K for cobalt. Warming from 50 to 300 K then multiplies $P_1$ by 0.218 and $P_2$ by 0.906. The TMR falls to about $8\,\%$ in A and $-4\,\%$ in B. These values depend strongly on the assumed law, which is not reliable so close to the lower Curie temperature. A mean-field magnetization with spin $3/2$ for the manganite would keep $56\,\%$ of $P_1$ and give about $25\,\%$ and $-11\,\%$; spin $1/2$ gives $28\,\%$ and $-12\,\%$, and classical spins in both electrodes give $20\,\%$ and $-9\,\%$. On the other hand, an interface may lose its order sooner than the bulk.

\section{The model beside a real junction}

The parameters are meant for the regime of cobalt, lead zirconate titanate and lanthanum strontium manganite, with the manganite as electrode 1 and the cobalt interface as electrode 2. The polarizations, like the conductances, are assigned round values and not measured ones, so the TMR values found here are no prediction for such a junction. A barrier of about 3 nm is realistic. The value $P_1=0.4$ is low for a good manganite interface at low temperature, where the polarization can approach one. With $P_1=0.9$ and the same $P_2$ values, $x$ would be 0.45 and $-0.225$, and (\ref{jul}) would give about $164\,\%$ and $-37\,\%$. Real devices can break the assumption of a uniformly switched barrier; in this example a $5\,\%$ residue already halves the TMR of state B. Among the imperfections calculated here, warming to room temperature costs the most if the steep magnetization law above holds; with the mean-field law for spins between $1/2$ and 2, the $5\,\%$ residue would cost state B slightly more. A residue of $11.1\,\%$ would remove the TMR of state B altogether.

The read field is $10\,\mathrm{mV}/3.2\,\mathrm{nm}=0.031$ MV/cm, about $1\,\%$ of a rough coercive field of 3 MV/cm, so reading stays far from switching. Writing at that coercive field takes 0.96 V across the barrier. The corresponding electron energy exceeds the 0.8 eV barrier height, so the low-bias conductances used here do not describe the write current.

\section*{Values computed for the example and the checks}
\begin{verbatim}
P1 fixed electrode: 0.40; P2 in A, B: 0.50, -0.25
Products x in A, B: 0.200, -0.100
TMR relative to R_P in A, B: 50.00, -18.18 %
State A: mean conductance 1.000 uS
  conductance P, AP: 1.200, 0.800 uS
  resistance P, AP: 0.833, 1.250 Mohm
  read current P, AP: 12.00, 8.00 nA
  change relative to R_AP: 33.33 %
State B: mean conductance 0.250 uS
  conductance P, AP: 0.225, 0.275 uS
  resistance P, AP: 4.444, 3.636 Mohm
  read current P, AP: 2.25, 2.75 nA
  change relative to R_AP: -22.22 %
Barrier thickness: 3.20 nm; height: 0.80 eV
Lattice cell: 0.40 nm; barrier sites: 8
Barrier hopping b: 0.2381 eV; site energy U: 1.2762 eV
kappa*a: 1.6421; end Green function g: 0.8129 1/eV
Left hopping majority, minority: 0.7143, 1.6667 eV
Right hopping majority, minority: 0.6667, 2.0000 eV
Contact t weak, strong: 0.100, 1.569 eV
Strong-contact parameter c: 2.0000 eV
Wave-matching TMR weak, strong: 49.99, -18.18 %
Lattice mean transmission strong/weak: 49.2
Barrier raised by 0.2 eV: TMR 49.99 %, transmission ratio 0.0851
Strong contact, 12 barrier sites: TMR -18.18 %
Thermal energy at 50 K: 4.31 meV
Energy half-window: 27.2 meV
Largest TMR shift in window A, B: 0.06, 0.74 percentage points
AP angle 160 deg, TMR A, B: 47.77, -17.73 %
Leakage 10 %, TMR A, B: 43.90, -16.51 %
Unswitched area 5 %, TMR A, B: 48.79, -9.13 %
Critical A area that cancels TMR of B: 11.11 %
Rough Curie temperatures manganite, Co: 350, 1390 K
Polarization factors 50 to 300 K: 0.218, 0.906
Rough TMR at 300 K in A, B: 8.2, -3.9 %
Read bias: 10 mV; field: 0.0312 MV/cm
Rough coercive field: 3.0 MV/cm; write voltage: 0.96 V
Read field / coercive field: 1.04 %
\end{verbatim}
